# One Gaussian for hydrogen and helium: energy, cusp and tail errors: a program that tests the result

```python
# Result under test: one normalized Gaussian exp(-alpha r^2), optimized, gives
#   hydrogen: E = -4/(3 pi) hartree at alpha = 8/(9 pi) bohr^-2
#   helium:   E = -(4 sqrt2 - 1)^2/(3 pi) hartree at alpha = (4 sqrt2 - 1)^2/(9 pi)
# and its error splits into a part near the nucleus (slope too small, no cusp)
# and a part far out (decay too fast, wrong tail).
# Symbols: r radius, Z nuclear charge, alpha Gaussian exponent, zeta exponent of
# exp(-zeta r), J Coulomb repulsion of the two electrons. Radial functions R are
# normalized by int r^2 R^2 dr = 1. Atomic units inside, eV and angstrom printed.
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants, angstrom
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, brentq
from scipy.special import eval_genlaguerre
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] / angstrom
pi = np.pi

# ---------- radial grid with a spectral running integral ----------
NPTS, RMAX = 160, 25.0
x, wx = leggauss(NPTS)
r, w = RMAX * (x + 1) / 2, RMAX * wx / 2
P = legvander(x, NPTS)
running = 0.5 * ((x + 1)[:, None]
                 + (P[:, 2:NPTS + 1] - P[:, :NPTS - 1]) @ P[:, 1:NPTS].T) * w[None, :]


def coulomb_potential(shell):
    """Potential of a spherical charge with radial distribution shell(r)."""
    return running @ shell / r + w @ (shell / r) - running @ (shell / r)


def atom_energy(Z, electrons, R, dR):
    """Energy from the definition for one orbital holding 1 or 2 electrons."""
    norm = w @ (r**2 * R**2)
    one = w @ (0.5 * r**2 * dR**2 - Z * r * R**2) / norm
    if electrons == 1:
        return one
    shell = r**2 * R**2 / norm
    return 2 * one + w @ (shell * coulomb_potential(shell))


def gaussian_energy(alpha, Z, electrons):
    g = np.exp(-alpha * r**2)
    return atom_energy(Z, electrons, g, -2 * alpha * r * g)


def slater_energy(zeta, Z, electrons):
    s = np.exp(-zeta * r)
    return atom_energy(Z, electrons, s, -zeta * s)


def integral(f, lo, hi, n=200):
    t, wt = leggauss(n)
    return (hi - lo) / 2 * (wt @ f(lo + (hi - lo) * (t + 1) / 2))


def minimum(f, lo, hi):
    res = minimize_scalar(f, bounds=(lo, hi), method="bounded",
                          options={"xatol": 1e-9})
    return res.x, res.fun


# ---------- optimum exponents: numerical search against closed forms ----------
aH, EH = 8 / (9 * pi), -4 / (3 * pi)
aHe = (4 * np.sqrt(2) - 1)**2 / (9 * pi)
EHe = -(4 * np.sqrt(2) - 1)**2 / (3 * pi)
a_num, E_num = minimum(lambda a: gaussian_energy(a, 1, 1), 0.1, 2.0)
assert abs(a_num - aH) < 1e-5 and abs(E_num - EH) < 1e-9
a_num2, E_num2 = minimum(lambda a: gaussian_energy(a, 2, 2), 0.1, 2.0)
assert abs(a_num2 - aHe) < 1e-5 and abs(E_num2 - EHe) < 1e-9

# ---------- the three integrals against an integral library ----------
for a in (0.3, aHe, 1.7):
    mol = gto.M(atom="He 0 0 0", basis={"He": [[0, [a, 1.0]]]}, verbose=0)
    kin = mol.intor("int1e_kin")[0, 0]
    nuc = mol.intor("int1e_nuc")[0, 0]
    rep = mol.intor("int2e").ravel()[0]
    assert abs(kin - 1.5 * a) < 1e-9
    assert abs(nuc + 4 * np.sqrt(2 * a / pi)) < 1e-9
    assert abs(rep - 2 * np.sqrt(a / pi)) < 1e-9
    assert abs(2 * (kin + nuc) + rep - gaussian_energy(a, 2, 2)) < 1e-9
    if a == aHe:
        kinHe, nucHe, repHe = 2 * kin, 2 * nuc, rep
assert abs(kinHe + EHe) < 1e-9          # virial relation E = -T at the optimum


# ---------- hydrogen: local error density ----------
def normalized_gaussian(a):
    c = np.sqrt(4 * pi) * (2 * a / pi)**0.75
    return lambda t: c * np.exp(-a * t**2)


def hydrogen_error(a, lo, hi):
    g = normalized_gaussian(a)
    return integral(lambda t: 0.5 * t**2 * g(t)**2 * (1 - 2 * a * t)**2, lo, hi)


for a in (0.15, aH, 0.8):
    assert abs(hydrogen_error(a, 0, RMAX) - (gaussian_energy(a, 1, 1) + 0.5)) < 1e-9
r0 = 1 / (2 * aH)
innerH, outerH = hydrogen_error(aH, 0, r0), hydrogen_error(aH, r0, RMAX)
errH = EH + 0.5

# ---------- hydrogen: repair one side only, energy from the definition ----------
gH = normalized_gaussian(aH)


def dgH(t):
    return -2 * aH * t * gH(t)


def expo(t):
    return gH(r0) * np.exp(r0 - t)


def dexpo(t):
    return -expo(t)


def spliced_energy(inner, outer):
    norm = energy = 0.0
    for (f, df), lo, hi in ((inner, 0, r0), (outer, r0, RMAX)):
        norm += integral(lambda t: t**2 * f(t)**2, lo, hi)
        energy += integral(lambda t: 0.5 * t**2 * df(t)**2 - t * f(t)**2, lo, hi)
    return energy / norm, norm


E_core, norm_core = spliced_energy((expo, dexpo), (gH, dgH))
E_tail, norm_tail = spliced_energy((gH, dgH), (expo, dexpo))
assert abs(E_core + 0.5 - outerH / norm_core) < 1e-9
assert abs(E_tail + 0.5 - innerH / norm_tail) < 1e-9
assert E_core < E_tail < EH             # both repairs help, the inner one more

# ---------- hydrogen: density at the nucleus and far out ----------
nucleus_ratio = gH(0.0)**2 / 4.0        # exact R(0)^2 = 4
far = 2.5 / ANG
p_exact = integral(lambda t: 4 * t**2 * np.exp(-2 * t), far, RMAX)
p_gauss = integral(lambda t: t**2 * gH(t)**2, far, RMAX)
assert nucleus_ratio < 1 and p_gauss < p_exact

# ---------- helium: Hartree-Fock limit in a Laguerre basis ----------
NBAS, SCALE = 16, 2.0


def laguerre_basis(t):
    t = np.asarray(t, dtype=float)
    values, slopes = [], []
    for k in range(NBAS):
        c = np.sqrt((2 * SCALE)**3 / ((k + 1) * (k + 2))) * np.exp(-SCALE * t)
        L = eval_genlaguerre(k, 2, 2 * SCALE * t)
        dL = -eval_genlaguerre(k - 1, 3, 2 * SCALE * t) if k else 0 * t
        values.append(c * L)
        slopes.append(c * SCALE * (2 * dL - L))
    return np.array(values), np.array(slopes)


B, dB = laguerre_basis(r)
assert np.allclose((B * (w * r**2)) @ B.T, np.eye(NBAS), atol=1e-9)
core = 0.5 * (dB * (w * r**2)) @ dB.T - 2 * (B * (w * r)) @ B.T
coef = eigh(core)[1][:, 0]
for _ in range(80):
    shell0 = r**2 * (coef @ B)**2
    fock = core + (B * (w * r**2 * coulomb_potential(shell0))) @ B.T
    coef = eigh(fock)[1][:, 0]
shell0 = r**2 * (coef @ B)**2
EHF = atom_energy(2, 2, coef @ B, coef @ dB)


def hf_log_slope(t):
    values, slopes = laguerre_basis(t)
    return (coef @ slopes) / (coef @ values)


cuspHF = float(hf_log_slope(0.0))
assert abs(cuspHF + 2) < 0.01           # cusp of the helium orbital, finite basis

# ---------- helium: many Gaussians, separate integrals and iteration ----------
NG = 14
mol = gto.M(atom="He 0 0 0", verbose=0,
            basis={"He": [[0, [0.1 * 2.2**k, 1.0]] for k in range(NG)]})
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e").reshape(NG, NG, NG, NG)
cg = eigh(h, S)[1][:, 0]
for _ in range(80):
    cg = eigh(h + np.einsum("ijkl,k,l->ij", eri, cg, cg), S)[1][:, 0]
E_many = 2 * cg @ h @ cg + np.einsum("ijkl,i,j,k,l->", eri, cg, cg, cg, cg)
assert -1e-7 < E_many - EHF < 1e-4      # variational, small basis-set remainder

# ---------- helium: split of the one-Gaussian error ----------
gHe = normalized_gaussian(aHe)
REND = 7.0                              # Gaussian density is negligible beyond
rc = brentq(lambda t: -2 * aHe * t - float(hf_log_slope(t)), 0.3, 3.0)
inside, outside = np.linspace(0, 0.99 * rc, 80), np.linspace(1.01 * rc, REND, 80)
assert np.all(-2 * aHe * inside > hf_log_slope(inside))
assert np.all(-2 * aHe * outside < hf_log_slope(outside))


def helium_local(t):
    return t**2 * gHe(t)**2 * (2 * aHe * t + hf_log_slope(t))**2


innerHe, outerHe = integral(helium_local, 0, rc), integral(helium_local, rc, REND)
difference = r**2 * gHe(r)**2 - shell0
selfHe = w @ (difference * coulomb_potential(difference))
errHe = EHe - EHF
assert selfHe > 0
assert abs(innerHe + outerHe + selfHe - errHe) < 1e-5   # finite Laguerre basis

# ---------- helium: one exponential orbital, also one parameter ----------
zeta, E_slater = minimum(lambda z: slater_energy(z, 2, 2), 1.0, 3.0)
assert abs(zeta - 27 / 16) < 1e-5 and abs(E_slater + (27 / 16)**2) < 1e-9
for z in (1.2, 2.3):
    assert abs(slater_energy(z, 2, 2) - (z**2 - 27 * z / 8)) < 1e-9
removed = (EHe - E_slater) / errHe
assert removed > 0.5

# ---------- output ----------
print(f"1 hartree = {EV:.4f} eV, 1 bohr = {ANG:.6f} angstrom")
print(f"H exponent: {aH:.5f} bohr^-2 = {aH/ANG**2:.4f} angstrom^-2")
print(f"H exponent from numerical search: {a_num/ANG**2:.4f} angstrom^-2")
print(f"H energy, one Gaussian: {EH:.5f} hartree = {EH*EV:.3f} eV")
print(f"H exact energy: {-0.5*EV:.3f} eV")
print(f"H error: {errH*EV:.3f} eV, relative {100*errH/0.5:.1f} %")
print(f"H radius where slopes agree: {r0*ANG:.4f} angstrom")
print(f"H error, cusp side: {innerH*EV:.3f} eV ({100*innerH/errH:.1f} %)")
print(f"H error, tail side: {outerH*EV:.3f} eV ({100*outerH/errH:.1f} %)")
print(f"H norm after inner repair: {norm_core:.4f}")
print(f"H error left after inner repair: {(E_core+0.5)*EV:.3f} eV")
print(f"H norm after outer repair: {norm_tail:.4f}")
print(f"H error left after outer repair: {(E_tail+0.5)*EV:.3f} eV")
print(f"H density at nucleus, Gaussian/exact: {nucleus_ratio:.4f}")
print(f"H probability beyond {far*ANG:.1f} angstrom, exact: {p_exact:.2e}")
print(f"H probability beyond {far*ANG:.1f} angstrom, Gaussian: {p_gauss:.2e}")
print(f"He exponent: {aHe:.5f} bohr^-2 = {aHe/ANG**2:.4f} angstrom^-2")
print(f"He exponent from numerical search: {a_num2/ANG**2:.4f} angstrom^-2")
print(f"He kinetic energy, both electrons: {kinHe*EV:.3f} eV")
print(f"He nuclear attraction, both electrons: {nucHe*EV:.3f} eV")
print(f"He electron repulsion J: {repHe*EV:.3f} eV")
print(f"He energy, one Gaussian: {EHe:.5f} hartree = {EHe*EV:.3f} eV")
print(f"He Hartree-Fock limit: {EHF:.5f} hartree = {EHF*EV:.3f} eV")
print(f"He error against that limit: {errHe*EV:.3f} eV, "
      f"relative {100*errHe/abs(EHF):.1f} %")
print(f"He HF log slope at nucleus divided by -Z: {cuspHF/(-2):.3f}")
print(f"He radius where slopes agree: {rc*ANG:.4f} angstrom")
print(f"He error, cusp side: {innerHe*EV:.3f} eV ({100*innerHe/errHe:.1f} %)")
print(f"He error, tail side: {outerHe*EV:.3f} eV ({100*outerHe/errHe:.1f} %)")
print(f"He error, density self-repulsion: {selfHe*EV:.3f} eV "
      f"({100*selfHe/errHe:.1f} %)")
print(f"He exponential orbital, zeta: {zeta/ANG:.4f} angstrom^-1")
print(f"He energy, one exponential: {E_slater*EV:.3f} eV")
print(f"He share of Gaussian error removed by it: {100*removed:.1f} %")
print(f"He energy, {NG} Gaussians: {E_many*EV:.3f} eV")
print(f"He error, {NG} Gaussians: {(E_many-EHF)*EV:.1e} eV")
print("finished without a failed check")
```

Output:

```
1 hartree = 27.2114 eV, 1 bohr = 0.529177 angstrom
H exponent: 0.28294 bohr^-2 = 1.0104 angstrom^-2
H exponent from numerical search: 1.0104 angstrom^-2
H energy, one Gaussian: -0.42441 hartree = -11.549 eV
H exact energy: -13.606 eV
H error: 2.057 eV, relative 15.1 %
H radius where slopes agree: 0.9351 angstrom
H error, cusp side: 1.531 eV (74.4 %)
H error, tail side: 0.526 eV (25.6 %)
H norm after inner repair: 1.2801
H error left after inner repair: 0.411 eV
H norm after outer repair: 1.1259
H error left after outer repair: 1.360 eV
H density at nucleus, Gaussian/exact: 0.2402
H probability beyond 2.5 angstrom, exact: 4.34e-03
H probability beyond 2.5 angstrom, Gaussian: 1.36e-05
He exponent: 0.76700 bohr^-2 = 2.7390 angstrom^-2
He exponent from numerical search: 2.7390 angstrom^-2
He kinetic energy, both electrons: 62.613 eV
He nuclear attraction, both electrons: -152.117 eV
He electron repulsion J: 26.891 eV
He energy, one Gaussian: -2.30099 hartree = -62.613 eV
He Hartree-Fock limit: -2.86168 hartree = -77.870 eV
He error against that limit: 15.257 eV, relative 19.6 %
He HF log slope at nucleus divided by -Z: 1.000
He radius where slopes agree: 0.5595 angstrom
He error, cusp side: 11.063 eV (72.5 %)
He error, tail side: 3.662 eV (24.0 %)
He error, density self-repulsion: 0.532 eV (3.5 %)
He exponential orbital, zeta: 3.1889 angstrom^-1
He energy, one exponential: -77.489 eV
He share of Gaussian error removed by it: 97.5 %
He energy, 14 Gaussians: -77.870 eV
He error, 14 Gaussians: 1.6e-04 eV
finished without a failed check
```
